\section*{Ground-state inversion splitting of phosphine from a one-dimensional WKB integral}

\section*{Problem}

Phosphine, PH$_3$, is a pyramid that can turn inside out through a planar configuration. Tunnelling through this barrier splits its vibrational ground state into an even and an odd level. In ammonia the measured splitting is roughly $0.8\ \mathrm{cm^{-1}}$.

\begin{enumerate}
\item Reduce the umbrella motion of a molecule XH$_3$ to one coordinate $s$ with unit mass.
\item Derive the ground-state splitting $\Delta=E_--E_+$ for a high barrier, including its prefactor.
\item Evaluate $\Delta$ for phosphine. By how many orders of magnitude does it differ from ammonia's value, and how far can that number be trusted?
\end{enumerate}

The molecule is isolated, does not rotate and keeps its threefold axis. Let $\theta$ be the angle between a bond and the hydrogen plane, $r(\theta)$ the common bond length, $m$ the hydrogen mass and $M$ the mass of X. The potential $V$ is the electronic energy in frozen-core MP2/6-31+G(d,p) with spherical $d$ functions. The bond length follows its relaxed value as $\theta$ changes.

\section*{Solution}

\subsection*{1. The coordinate}

The height of X above the hydrogen plane is $h=r\sin\theta$, and the hydrogens lie on a ring of radius $\rho=r\cos\theta$. With $z_X-z_H=h$ and the centre of mass at rest, $Mz_X+3mz_H=0$, so
\begin{equation*}
z_X=\frac{3m\,h}{M+3m},\qquad z_H=-\frac{M\,h}{M+3m}.
\end{equation*}
The kinetic energy is therefore
\begin{align*}
2T&=M\dot z_X^2+3m\dot z_H^2+3m\dot\rho^2\\
&=\frac{M(3m)^2+3mM^2}{(M+3m)^2}\,\dot h^2+3m\dot\rho^2
=\mu\dot h^2+3m\dot\rho^2,\qquad \mu=\frac{3mM}{M+3m}.
\end{align*}
Since $h$ and $\rho$ depend on $\theta$ alone, $2T=g(\theta)\,\dot\theta^2$ with
\begin{equation*}
g=\mu\left(\frac{dh}{d\theta}\right)^2+3m\left(\frac{d\rho}{d\theta}\right)^2 .
\end{equation*}
Defining $ds=\sqrt g\,d\theta$ gives $2T=\dot s^2$: the mass is one, and $s$ has the dimension of length times the square root of mass. The other five vibrations are left out at this point, and the Hamiltonian is
\begin{equation*}
H=-\frac{\hbar^2}{2}\frac{d^2}{ds^2}+V(s),\qquad V(-s)=V(s).
\end{equation*}
The minima lie at $s=\pm s_0$, that is, at $\theta=\pm\theta_e$. From $dV/ds=V_\theta/\sqrt g$, a second differentiation gives $V_{\theta\theta}/g$ plus a term proportional to $V_\theta$, which vanishes at the minimum. Hence $\omega^2=V_{\theta\theta}(\theta_e)/g(\theta_e)$.

\subsection*{2. The splitting}

\paragraph{From the splitting to one well.}
Let $\phi(s)$ be the real, normalized ground state of the right-hand well, continued under the barrier as a decaying function. For a high barrier the two lowest states are
\begin{equation*}
\psi_\pm(s)=\frac{\phi(s)\pm\phi(-s)}{\sqrt2}.
\end{equation*}
Multiply the Schr\"odinger equation of $\psi_+$ by $\psi_-$, that of $\psi_-$ by $\psi_+$, and subtract. The potential cancels:
\begin{equation*}
-\frac{\hbar^2}{2}\frac{d}{ds}\left(\psi_-\psi_+'-\psi_+\psi_-'\right)=(E_+-E_-)\,\psi_+\psi_- .
\end{equation*}
Integrate from $0$ to $\infty$. The bracket vanishes at infinity. At the origin $\psi_-(0)=0$ and $\psi_+'(0)=0$, so the lower limit contributes $+\psi_+(0)\psi_-'(0)$, and
\begin{equation*}
(E_--E_+)\int_0^\infty\psi_+\psi_-\,ds=\frac{\hbar^2}{2}\,\psi_+(0)\psi_-'(0).
\end{equation*}
The integral on the left is $\tfrac12\int_0^\infty[\phi(s)^2-\phi(-s)^2]\,ds\approx\tfrac12$, because $\phi$ lies almost wholly on the right. On the right-hand side, $\psi_+(0)=\sqrt2\,\phi(0)$ and $\psi_-'(0)=\sqrt2\,\phi'(0)$. Therefore
\begin{equation}
\Delta=2\hbar^2\,\phi(0)\,\phi'(0).
\label{herring}
\end{equation}

\paragraph{Under the barrier.}
To leading order the level lies $\hbar\omega/2$ above the minimum. Define
\begin{equation*}
\kappa(s)=\frac1\hbar\sqrt{2\left[V(s)-V_{\min}-\tfrac12\hbar\omega\right]},\qquad
K=\int_{-s_1}^{s_1}\kappa\,ds,
\end{equation*}
where $\pm s_1$ are the inner turning points. The WKB function that decays from the right-hand well towards the centre is
\begin{equation*}
\phi(s)=\frac{A}{\sqrt{\kappa(s)}}\exp\left(-\int_s^{s_1}\kappa\,ds'\right).
\end{equation*}
By symmetry the exponent at $s=0$ is $-K/2$. Also $\kappa'(0)=0$, so $\phi'(0)=\kappa(0)\phi(0)$. Thus $\phi(0)\phi'(0)=A^2e^{-K}$, and equation (\ref{herring}) becomes $\Delta=2\hbar^2A^2e^{-K}$.

\paragraph{Normalization.}
The constant $A$ follows from the region that is already under the barrier but where the well is still harmonic. Put $u=(s_0-s)\sqrt{\omega/\hbar}$. Then $\kappa=\sqrt{\omega/\hbar}\,\sqrt{u^2-1}$, the turning point is $u=1$, and for $u\gg1$
\begin{align*}
\int_1^u\!\sqrt{x^2-1}\,dx&=\tfrac12u\sqrt{u^2-1}-\tfrac12\ln\left(u+\sqrt{u^2-1}\right)\\
&\approx\tfrac12u^2-\tfrac14-\tfrac12\ln(2u).
\end{align*}
With $\kappa\approx\sqrt{\omega/\hbar}\,u$ in the denominator, the factors of $u$ cancel:
\begin{equation*}
\phi\approx A\left(\frac{\hbar}{\omega}\right)^{1/4}\frac{\sqrt{2u}}{\sqrt u}\,e^{1/4}e^{-u^2/2}
=\sqrt2\,e^{1/4}A\left(\frac{\hbar}{\omega}\right)^{1/4}e^{-u^2/2}.
\end{equation*}
This must equal the normalized oscillator state $(\omega/\pi\hbar)^{1/4}e^{-u^2/2}$. Squaring the coefficients gives
\begin{equation*}
2\sqrt e\,A^2\sqrt{\frac{\hbar}{\omega}}=\sqrt{\frac{\omega}{\pi\hbar}}
\quad\Longrightarrow\quad A^2=\frac{\omega}{2\hbar\sqrt{\pi e}},
\end{equation*}
and hence
\begin{equation}
\boxed{\;\Delta=\frac{\hbar\omega}{\sqrt{\pi e}}\;e^{-K}\;}
\label{result}
\end{equation}

The result is of leading order in $1/K$. It needs a region where $u\gg1$ and the well is still nearly harmonic, so it degrades when the barrier is only one or two quanta high. Connecting the WKB functions linearly at the turning points would give the prefactor $\hbar\omega/\pi$, which is smaller by a factor of $\sqrt{e/\pi}\approx0.93$, because that connection is inaccurate for the lowest level. For a quartic double well with a barrier of $30\,\hbar\omega$, equation (\ref{result}) gives $1.011$ times the splitting found by numerical integration, while the prefactor $\hbar\omega/\pi$ gives $0.941$ times it.

\subsection*{3. Phosphine}

In terms of the angle,
\begin{equation*}
K=\frac2\hbar\int_0^{\theta_1}\sqrt{2\left[V-V_{\min}-\tfrac12\hbar\omega\right]g}\;d\theta .
\end{equation*}
The potential is an even polynomial through energies computed at eight angles. For phosphine it gives $\theta_e=31.8^\circ$, a barrier $V_b=12\,092\ \mathrm{cm^{-1}}$ (energies are quoted as wavenumbers), $\hbar\omega=1067\ \mathrm{cm^{-1}}$, a turning angle $\theta_1=27.5^\circ$ and $s_0=0.1281\ \mathrm{nm\,u^{1/2}}$. Quadrature yields $K=39.77$.

The size of $K$ can be understood by hand. In these units $\hbar^2/2=0.1686\ \mathrm{cm^{-1}\,u\,nm^2}$. At the top of the barrier
\begin{equation*}
\kappa(0)=\sqrt{\frac{12\,092-534}{0.1686}}\ \mathrm{nm^{-1}u^{-1/2}}\approx262\ \mathrm{nm^{-1}u^{-1/2}} .
\end{equation*}
A rectangular barrier of this height, reaching from one minimum to the other, would give $2s_0\kappa(0)\approx67$. The actual barrier falls off on both sides, and $K$ is $0.59$ of that value.

Equation (\ref{result}) now gives
\begin{equation*}
\Delta=\frac{1067\ \mathrm{cm^{-1}}}{2.922}\,e^{-39.77}
=365\ \mathrm{cm^{-1}}\times5.4\times10^{-18}
\approx2\times10^{-15}\ \mathrm{cm^{-1}},
\end{equation*}
or about $6\times10^{-5}\ \mathrm{Hz}$. This is $14.6$ orders of magnitude below $0.8\ \mathrm{cm^{-1}}$. Integrating the one-dimensional Schr\"odinger equation in the same potential with 100-digit arithmetic, and subtracting the two levels, gives $1.94\times10^{-15}\ \mathrm{cm^{-1}}$ against $1.96\times10^{-15}\ \mathrm{cm^{-1}}$ from WKB. The semiclassical step thus costs about one percent. The real uncertainty lies in the potential and in the reduction to one coordinate. Even the interpolation matters more than the semiclassical step: placing the eight angles differently and relaxing the bond at each of them lowers $\Delta$ by about a tenth.

In the one-dimensional model, a molecule prepared in one well is a superposition of $\psi_+$ and $\psi_-$. It is found in the other well with probability $\sin^2(\Delta t/2\hbar)$, which first reaches one at $t=h/(2\Delta)$, which is a matter of hours for the computed $\Delta$ and changes in inverse proportion to it.

Real phosphine adds a condition, because its three protons are identical. Without rotation, swapping two protons has the same effect as inverting the pyramid, so $\psi_+$ would need a spin state that is antisymmetric in all three protons. Three spins of one half have no such state, and only $\psi_-$ occurs. Both levels exist only when the molecule also rotates about its threefold axis. Even then $\Delta$ is not the whole distance between them. In the lowest such rotational state, the magnetic coupling between the phosphorus and proton spins shifts levels of opposite parity differently, by a few to a few tens of kilohertz for most hyperfine components, even without tunnelling. The computed $\Delta$ is therefore only the tunnelling contribution, far smaller than these shifts, and the passage lasting hours belongs to the one-dimensional model.

\subsection*{4. A few cases}

The table shows how $\Delta$ responds to changes in the model. Where a barrier is changed, the whole phosphine potential is multiplied by a constant; path and shape are held fixed, and $\omega$ changes as the square root of the constant. The last column is $\log_{10}(0.8\ \mathrm{cm^{-1}}/\Delta)$.

\begin{center}
\begin{tabular}{lccc}
\hline
Case & $V_b$ (cm$^{-1}$) & $\Delta$ (cm$^{-1}$) & Orders \\
\hline
PH$_3$, reference & 12\,092 & $2.0\times10^{-15}$ & 14.6 \\
CCSD(T), same basis & 12\,374 & $1.2\times10^{-15}$ & 14.8 \\
MP2/def2-TZVP & 11\,749 & $3.6\times10^{-15}$ & 14.4 \\
Zero-point shift & 12\,318 & $1.3\times10^{-15}$ & 14.8 \\
Rigid bond & -- & $4.1\times10^{-16}$ & 15.3 \\
Barrier $-10\%$ & 10\,883 & $1.7\times10^{-14}$ & 13.7 \\
Barrier $+10\%$ & 13\,301 & $2.6\times10^{-16}$ & 15.5 \\
PH$_3$ at NH$_3$ height & 1515 & $5.3\times10^{-4}$ & 3.2 \\
NH$_3$, same method & 1515 & $5.3$ & $-0.8$ \\
\hline
\end{tabular}
\end{center}

\paragraph{Sensitivity.}
For $K\gg1$ the zero-point term in $\kappa$ is a small correction, so $K$ grows roughly as $\sqrt{V_b}$. A ten-percent change of the barrier then changes $K$ by about $0.05K\approx2$ and $\Delta$ by a factor near $e^2\approx7$. The table shows factors of $8.5$ and $7.7$. The zero-point row adds the rise of $226\ \mathrm{cm^{-1}}$ in the zero-point energy of the other five vibrations between pyramid and plane, a rough HF/6-31G(d) value. Freezing the bond at its pyramidal length lowers $\Delta$ by a factor of $4.8$ in the table, where the strain energy is a quadratic estimate; with energies computed directly at the fixed length the factor is between $3$ and $4$. Either way, this change of path matters more than any of the three computed barrier corrections. These rows indicate the size of the errors; they do not bound them. They also change the height only. When def2-TZVP energies are computed at several angles along the path, $\theta_e$ grows by about $0.7^\circ$, the barrier widens, and $\Delta$ falls by about a sixth instead of rising by the factor $1.8$ of the table; def2-TZVPP behaves alike. A basis test on the barrier height alone can thus give even the wrong direction.

\paragraph{The ammonia control.}
The same procedure gives $5.3\ \mathrm{cm^{-1}}$ for ammonia, too large by a factor of $6.6$. The WKB step explains little of this, since numerical integration in the same potential gives $4.5\ \mathrm{cm^{-1}}$. The computed barrier of $1515\ \mathrm{cm^{-1}}$ is purely electronic. The value of roughly $2000\ \mathrm{cm^{-1}}$ usually quoted for ammonia is an effective barrier that includes the rise in zero-point energy of the other vibrations, about $170\ \mathrm{cm^{-1}}$ in HF/6-31G(d). Compared like with like, the computed $1690\ \mathrm{cm^{-1}}$ is low by about a sixth. Scaling ammonia's potential to $2000\ \mathrm{cm^{-1}}$ lowers the numerical splitting from $4.5$ to $1.9\ \mathrm{cm^{-1}}$, about half of the logarithmic misfit; the rest must come from other features of the model. If phosphine's barrier were too low by the same proportion, the true barrier would be higher than the computed one by nearly a fifth. By the $\sqrt{V_b}$ rule $K$ would then grow by about $0.09K\approx3.5$, and the splitting would fall by about one and a half further orders. For phosphine to reach $0.8\ \mathrm{cm^{-1}}$ with the present prefactor, $K$ would have to fall from $39.8$ to $\ln(365/0.8)=6.1$. No correction in the table comes near that, so the splitting lies many orders of magnitude below ammonia's, but the exponent $-15$ itself may be off by a few units.

\paragraph{Why phosphine differs.}
Lowering phosphine's potential to ammonia's computed height raises $\Delta$ from $2.0\times10^{-15}$ to $5.3\times10^{-4}\ \mathrm{cm^{-1}}$. That closes $11.4$ of the $15.4$ orders between the two computed molecules, or $74\%$ of the logarithmic gap. The other four orders come from what still differs: the path, with $s_0=0.128$ against $0.057\ \mathrm{nm\,u^{1/2}}$, the barrier's shape and the frequency. The division depends strongly on changing the height first. Raising ammonia's potential to phosphine's height instead lowers ammonia's $\Delta$ to about $5\times10^{-5}\ \mathrm{cm^{-1}}$, which is only about a third of the logarithmic gap. Height and path act together, so neither share is a property of the barrier height alone.

\subsection*{5. The real gas}

The computed bond length of $0.141\ \mathrm{nm}$ and umbrella frequency of $1067\ \mathrm{cm^{-1}}$ are close to phosphine's real values, roughly $0.14\ \mathrm{nm}$ and $1000\ \mathrm{cm^{-1}}$. In a gas near $300\ \mathrm K$ three assumptions fail. First, the molecules rotate, which the model leaves out. Second, not every molecule is in the vibrational ground state. The first excited umbrella level has a splitting of $3.0\times10^{-13}\ \mathrm{cm^{-1}}$ and a Boltzmann factor of $6.4\times10^{-3}$; their product, $1.9\times10^{-15}\ \mathrm{cm^{-1}}$, is comparable with the ground-state splitting itself. Third, the molecules collide, at a rough rate of $10^7$ per second at $1\ \mathrm{Torr}$. This exceeds $\Delta/h$ by some eleven orders of magnitude, so neither the doublet nor an undisturbed passage lasting hours can be expected in such a gas. Classical passage over the barrier is no substitute at this temperature: the estimate $(\omega/2\pi)\,e^{-V_b/k_BT}$ gives $2\times10^{-12}\ \mathrm{s^{-1}}$. The splitting found here describes the one-dimensional model of an isolated molecule, not a gas at room temperature.

\section*{Table of computed values}
\begin{verbatim}
Quartic test, barrier/omega: 30; K: 155.37
  WKB/numerical, prefactor 1/sqrt(pi e): 1.0112
  WKB/numerical, prefactor 1/pi: 0.9406
PH3 heavy-atom mass: 30.97376 u
PH3 bond, pyramidal: 0.14069 nm
PH3 bond, planar: 0.13704 nm
PH3 equilibrium angle theta: 31.81 degrees
PH3 turning angle theta: 27.45 degrees
PH3 arc, planar to well: 0.12808 nm sqrt(u)
PH3 barrier: 12092 cm^-1
PH3 harmonic omega: 1067.1 cm^-1
PH3 numerical ground level above minimum: 530.1 cm^-1
PH3 action K: 39.765
PH3 splitting, WKB: 1.962e-15 cm^-1
PH3 splitting, numerical: 1.935e-15 cm^-1
NH3 heavy-atom mass: 14.00307 u
NH3 bond, pyramidal: 0.10116 nm
NH3 bond, planar: 0.09983 nm
NH3 equilibrium angle theta: 20.73 degrees
NH3 turning angle theta: 13.14 degrees
NH3 arc, planar to well: 0.05742 nm sqrt(u)
NH3 barrier: 1515 cm^-1
NH3 harmonic omega: 1041.6 cm^-1
NH3 numerical ground level above minimum: 492.2 cm^-1
NH3 action K: 4.206
NH3 splitting, WKB: 5.314e+00 cm^-1
NH3 splitting, numerical: 4.463e+00 cm^-1
Hydrogen mass: 1.00783 u
Ammonia yardstick, rough measured: 0.8 cm^-1
PH3 WKB splitting as frequency: 5.883e-05 Hz
PH3 time for one passage, h/(2 Delta): 9.837e-02 days
PH3 orders of magnitude below yardstick: 14.6
PH3 splitting at NH3 barrier height: 5.323e-04 cm^-1
Share of logarithmic gap due to height: 0.74
PH3 barrier, CCSD(T) same basis: 12374 cm^-1
PH3 barrier, MP2/def2-TZVP: 11749 cm^-1
PH3 zero-point change, other modes (HF/6-31G(d)): 226 cm^-1
PH3 splitting, CCSD(T) barrier: 1.21e-15 cm^-1
PH3 splitting, def2-TZVP barrier: 3.56e-15 cm^-1
PH3 splitting, zero-point change: 1.33e-15 cm^-1
PH3 splitting, rigid bond: 4.07e-16 cm^-1
PH3 splitting, barrier -10 percent: 1.66e-14 cm^-1
PH3 splitting, barrier +10 percent: 2.56e-16 cm^-1
Temperature: 300 K
PH3 first excited umbrella splitting: 2.977e-13 cm^-1
PH3 Boltzmann factor of that level: 6.41e-03
PH3 classical over-barrier rate: 2.08e-12 s^-1
\end{verbatim}
